\section*{Compressing the $G_0W_0$ self-energy of molecules by block Lanczos from moments, part 2}

We compress the $G_0W_0$ correlation self-energy $\Sigma$ of a closed-shell molecule ($N$ orbitals, $o$ occupied, $v$ virtual) without RPA eigenvectors. Hartree atomic units; $i$ occupied, $a$ virtual, $p,q,k$ general; orbital energies $\varepsilon_p$. Integrals are $(pq|rs)=\sum_PB^P_{pq}B^P_{rs}$ with $N_x$ auxiliary functions; $V_{ia,P}=B^P_{ia}$; diagonal $D_{ia,ia}=\varepsilon_a-\varepsilon_i$ runs from $D_{\min}$ to $D_{\max}$. With $F=D/(D^2+y^2)$, $Q=V^TFV$,
\begin{equation}
F^{-1}+4VV^T=D^{-1/2}(M+y^2)D^{-1/2},\qquad
M=D^2+4D^{1/2}VV^TD^{1/2}.
\label{Mdef}
\end{equation}
$M=S\Omega^2S^T$ defines the RPA energies $\Omega_\nu$ and $R=D^{1/2}S\Omega^{-1/2}$. With $\eta^{(t)}=R\,\Omega^tR^T$, $Y^{(t)}=\eta^{(t)}V$,
\begin{equation}
\eta^{(t+2)}=D(D+4VV^T)\,\eta^{(t)} .
\label{rec}
\end{equation}
\begin{equation}
Y^{(0)}=V-\frac2\pi\int_0^\infty dy\,FV\,(1+4Q)^{-1}4Q .
\label{Y0}
\end{equation}
Hole ($<$) poles $\varepsilon_i-\Omega_\nu$ and particle ($>$) poles $\varepsilon_a+\Omega_\nu$ are separated by the self-energy gap. With pole energies $E$, couplings $\mathsf v$ and static part $f$,
\begin{equation}
H=\begin{pmatrix}f&\mathsf v\\ \mathsf v^T&E\end{pmatrix}.
\label{H}
\end{equation}
An eigenvector's orbital part has squared norm $Z$ and direction $x$. $G^{(m)}$ is the orbital block of $H^m$. Sector moments $T^{(m)}=\mathsf vE^m\mathsf v^T$ are
\begin{align}
T^{\lessgtr(m)}_{pq}&=2\sum_{k}\sum_{t=0}^m\binom mt\,\varepsilon_k^{\,m-t}(\mp1)^t\,N^{(t)}_{k,pq},\label{binom}\\
N^{(t)}_{k,pq}&=B_{pk}^T\,\tilde W^{(t)}B_{qk},\qquad \tilde W^{(t)}=V^TY^{(t)},
\end{align}
with $k$ occupied (upper sign) or virtual (lower).

Each sector's Lanczos blocks are $q_1=\mathsf v^T\beta_0^+$, $q_{j+1}=r_j\beta_j^+$, with $r_j=Eq_j-q_j\alpha_j-q_{j-1}\beta_{j-1}^T$, $T^{(0)}=\beta_0^T\beta_0$, $r_j^Tr_j=\beta_j^T\beta_j$; $\beta=\lambda^{1/2}U^T$, $\beta^+=U\lambda^{-1/2}$ use nonzero eigenvalues. $C_{j,m}$, $\bar C_{j,m}$ are the coefficients of $E^m\mathsf v^T$ in $q_j$, $r_j$:
\begin{equation}
\alpha_j=\sum_{m,m'}C_{j,m}^TT^{(m+m'+1)}C_{j,m'},\qquad
r_j^Tr_j=\sum_{m,m'}\bar C_{j,m}^TT^{(m+m')}\bar C_{j,m'} .
\label{inner}
\end{equation}
The block-tridiagonal $\tau_n$ (diagonal $\alpha_j$, subdiagonal $\beta_j$) gives $\tilde\Sigma_n(z)=\beta_0^TJ_1^T(z-\tau_n)^{-1}J_1\beta_0$; $J_j$ selects block $j$. $H_{\rm eff}$ is $H$ with both sectors compressed; tildes mark compressed quantities.

In exact arithmetic, $T^{(m)}$ is conserved for $m\le2n-1$, $G^{(m)}$ for $m\le2n+1$. In the gap $\tilde\Sigma^<_n$ rises and $\tilde\Sigma^>_n$ falls towards the exact values; to first order $\delta\omega=Z\,x^T(\delta\Sigma^<+\delta\Sigma^>)x$, $\delta\Sigma=\tilde\Sigma-\Sigma$. For real $z$ at distance $d$ from a sector of width $w$, $|\zeta|=1+2d/w$ and
\begin{equation}
\|\Sigma(z)-\tilde\Sigma_n(z)\|\le\frac{4\|T^{(0)}\|}{d}\,\rho^{-2n},\qquad
\rho=|\zeta|+\sqrt{\zeta^2-1}.
\label{rate}
\end{equation}
At height $\gamma\ll w$ above a sector's centre, the bound starts falling exponentially only beyond $n\approx w/(4\gamma)$.

\section{Algorithm and cost}

A filter for rounding artefacts needs bounds on the exact poles that do not use RPA eigenvectors. Since $M-D^2\ge0$, $\Omega_\nu\ge D_{\min}$. The triangle inequality applied to \eqref{Mdef} gives $\Omega_\nu^2\le\Omega_{\rm ub}^2=D_{\max}^2+4D_{\max}\lambda_{\max}(V^TV)$. Exact hole poles lie in the window $[\varepsilon_{\min}-\Omega_{\rm ub},\,\varepsilon_{\rm HOMO}-D_{\min}]$ and exact particle poles in $[\varepsilon_{\rm LUMO}+D_{\min},\,\varepsilon_{\max}+\Omega_{\rm ub}]$.

\begin{verbatim}
input: eps, f, B[P,p,q], n, ng, thr
V = B[P,i,a]^T;  D = eps_a - eps_i;  y0 = sqrt(Dmin*Dmax)
Y[0] = V
for (u,g) in GaussLegendre(ng):
    y = y0(1+u)/(1-u);  g = 2 y0 g/(1-u)^2
    FV = D/(D^2+y^2) * V;  Q4 = 4 V^T FV
    Y[0] -= (2g/pi) FV solve(1+Q4, Q4)
Y[1] = D*V
for t = 2..2n-1:
    Y[t] = D*(D*Y[t-2] + 4 V (V^T Y[t-2]))
for t = 0..2n-1:
    N[t][k,p,q] = B[:,p,k]^T (V^T Y[t]) B[:,q,k]
for sector in (hole: k occ, s=-1; particle: k vir, s=+1):
    T[m] = 2 sum_{k,t} binom(m,t) eps_k^(m-t) s^t N[t][k]
    symmetrize T[m]
    (beta0, C[0]) = factor(T[0]);  Cold = empty
    for j = 1..n:
        alpha_j = sym sum C[m]^T T[m+m'+1] C[m']
        if j == n: break
        Cb[m] = C[m-1] - C[m] alpha_j - Cold[m] beta_{j-1}^T
        (beta_j, binv) = factor(sum Cb[m]^T T[m+m'] Cb[m'])
        Cold = C;  C[m] = Cb[m] binv
    (e, U) = eigh(tau_n);  vt = beta0^T U[first block]
    drop poles outside window; record their weight
diagonalize [[f, vt],[vt^T, diag e]] with both sectors

factor(G): (lam,U) = eigh(sym G); keep lam > thr*max(lam)
           return lam^(1/2) U^T, U lam^(-1/2)
\end{verbatim}

Each quadrature point costs of order $ovN_x^2$ for $Q$ and for the final product, and $N_x^3$ for the solve. Each step of \eqref{rec} costs of order $ovN_x^2$. Each $N^{(t)}$ costs $N_x^2N^2$ for $\tilde W^{(t)}B$ and $N_xN^3$ for the contraction with the second $B$. With $N_x\propto N$ these steps scale as $(n_g+n)N^4$ for $n_g$ quadrature points. The binomial sums cost $n^2N^3$. The sums \eqref{inner} take of order $j^2$ matrix products at step $j$, or $n^3N^3$ in total, and the last diagonalization costs of order $(2n+1)^3N^3$. The arrays $N^{(t)}_k$ can be accumulated into $T^{(m)}$ one $k$ at a time, so that storage is set by $B$ and a few $ov\times N_x$ arrays.

\section{Stability and failure modes}

An error $\delta T^{(m)}$ in the moments enters \eqref{inner} as $\sum\bar C_{j,m}^T\,\delta T^{(m+m')}\bar C_{j,m'}$. Rounding makes $\|\delta T^{(m)}\|$ of order $\epsilon\|T^{(m)}\|$, with $\epsilon$ the machine precision, a size that can grow as $|E|_{\max}^m$, while the leading coefficient $\bar C_{j,j}=\beta_0^+\beta_1^+\cdots\beta_{j-1}^+$ contains the inverses of all previous blocks. As an order-of-magnitude estimate, each step can amplify the noise by $|E|_{\max}^2$ divided by the smallest eigenvalue of $\beta_j^T\beta_j$. Core orbitals enlarge $|E|_{\max}$ in the hole sector, but they also change the eigenvalues of $\beta_j^T\beta_j$, so their effect on the noise cannot be read from $|E|_{\max}$ alone. They do widen the sector, which lowers $\rho$ in \eqref{rate} and weakens the guaranteed convergence.

By this estimate the noise grows sharply after any step at which $r_j^Tr_j$ has a very small kept eigenvalue, even a genuine one. True null directions of $r_j^Tr_j$ cause a further effect, spurious poles. Point-group symmetry splits the recursion into irreducible representations, and one with $n_{\rm orb}$ orbitals and $n_{\rm pole}$ poles, counted per partner function, is exhausted once the accumulated rank reaches $n_{\rm pole}$. The null eigenvalues are then replaced by noise of either sign. A positive one above the threshold is normalized into a direction, and the corresponding element of $\alpha_{j+1}$ is a ratio of two rounding errors, so the pole can appear at any energy. Its weight is small unless it falls close to a pole of the preceding blocks. For an eigenvector of $\tau_n$ with eigenvalue $e$ and last block $\xi_n$, the leading blocks are $\xi'=(e-\tau_{n-1})^{-1}J_{n-1}\beta_{n-1}^T\xi_n$. If $\xi_n$ lies along a kept eigenvalue $\lambda$, then $\|\beta_{n-1}^T\xi_n\|^2\le\lambda$, and the weight $\|\beta_0^TJ_1^T\xi'\|^2$ is at most $\|T^{(0)}\|\lambda/\Delta^2$, with $\Delta$ the distance from $e$ to the spectrum of $\tau_{n-1}$. Such a pole leaves an eigenvalue of $H_{\rm eff}$ near $e$ with almost no orbital weight. If it falls in the gap, a rule that takes the highest eigenvalue below the chemical potential as the HOMO can pick it, so quasiparticles should be identified by their weight on the orbital. The window filter removes noise poles outside the windows and misses those inside. Removing a pole of weight $w_d$ changes $\tilde T^{(m)}$ by a matrix of norm $w_d|e|^m$.

Three further limits follow from the derivation. As $D_{\min}\to0$ the singularities of \eqref{Y0} reach the end of the quadrature interval and the self-energy gap closes, so $d\to0$ and $\rho\to1$ in \eqref{rate}. A state whose energy lies inside a sector, as can happen for inner-valence or core ionization and for high virtual orbitals, has no bound of the form \eqref{rate} at real energy. The particle number, twice the weight below the chemical potential, is not a moment of the total $G$ and is not conserved by the compression.

\section{Worked example: BH$_3$}

The molecule is planar ($D_{3h}$) with a B--H distance of 2.25 bohr, taken as an input near equilibrium. The reference is restricted HF in the cc-pVDZ basis, the correlation part uses cc-pVDZ-RI fitting with $N_x=98$, and the B $1s$ orbital is frozen, which leaves $N=28$, $o=3$, $v=25$, $ov=75$. The orbital energies are $-0.70439$ ($2a_1'$), $-0.49626$ (HOMO, $e'$) and $0.06953$ (LUMO), the mid-gap energy is $\mu=-0.21337$, and $D$ runs from 0.5658 to 3.3320. The reference, called exact below, is the same $G_0W_0$ model solved without compression: the RPA equations are solved as a generalized symmetric eigenproblem of dimension 150, and \eqref{H} of dimension $28+225+1875=2128$ is diagonalized. It gives $\Omega$ from 0.5883 to 3.3863, hole poles from $-4.0907$ to $-1.0845$ and particle poles from 0.6578 to 6.0139. With $\Omega_{\rm ub}=3.7412$ the hole window runs from $-4.4455$ to $-0.49626-0.5658=-1.0621$, and the particle window from $0.06953+0.5658=0.6353$ to 6.3687. The digits quoted serve to compare the compressed and exact solutions of this model; how accurately the model describes the real molecule is not assessed here.

\paragraph{Moments.} The quadrature scale is $y_0=(0.5658\times3.3320)^{1/2}=1.3730$. The error of $Y^{(0)}$, in the Frobenius norm relative to $RR^TV$ from the exact eigenvectors, is $8.1\times10^{-4}$, $1.2\times10^{-6}$, $8.5\times10^{-12}$ and $2.9\times10^{-15}$ for 4, 8, 16 and 32 points. With 32 points the moments \eqref{binom} up to order 10 differ from the pole sums by about $10^{-14}$ in the same relative measure, which is the noise level entering the recursion. The HOMO diagonal elements for $m=0,\dots,3$ are $0.07099$, $-0.15069$, $0.35578$, $-0.94888$ for holes and $0.14453$, $0.46628$, $1.73550$, $7.23666$ for particles.

These elements allow the recursion to be followed by hand in a scalar version that ignores off-diagonal elements. With $s_m=T^{(m)}/T^{(0)}$, the residual $(E-\alpha_1)q_1$ gives $\beta_1^2=s_2-\alpha_1^2$ and $\beta_1^2\alpha_2=s_3-2\alpha_1s_2+\alpha_1^3$. For holes,
\begin{align}
\alpha_1&=-0.15069/0.07099=-2.1227,\\
\beta_1^2&=5.0117-4.5059=0.506,\\
\beta_1^2\alpha_2&=-13.366+21.277-9.565=-1.654,
\end{align}
so $\alpha_2\approx-3.3$. One digit is lost to cancellation at this early step. For particles $\alpha_1=0.46628/0.14453=3.2262$. The scalar one-block equation $\omega=-0.49626+0.07099/(\omega+2.1227)+0.14453/(\omega-3.2262)$, solved by fixed-point iteration, gives $\omega=-0.49626+0.04352-0.03887=-0.4916$. The shift of the HOMO is a small difference of two larger terms, so both sectors must be converged.

\paragraph{Quasiparticles.} The block recursion was run in double precision, keeping in each factorization the eigenvalues above $10^{-10}$ times the largest eigenvalue of that matrix. Each state is the eigenvector of largest weight on the orbital, or on the $e'$ pair for the HOMO.

\begin{center}
\begin{tabular}{ccccc}
$n$ & dim & $2a_1'$ & HOMO & LUMO\\
1 & 84 & $-0.678969$ & $-0.489112$ & $0.043972$\\
2 & 140 & $-0.677819$ & $-0.490394$ & $0.040703$\\
3 & 196 & $-0.677543$ & $-0.490526$ & $0.040073$\\
4 & 252 & $-0.677504$ & $-0.490544$ & $0.039974$\\
5 & 304 & $-0.677505$ & $-0.490549$ & $0.039958$\\
exact & 2128 & $-0.677505$ & $-0.490550$ & $0.039955$
\end{tabular}
\end{center}

All three states lie in the self-energy gap. The HOMO error, compressed minus exact energy in hartree, falls from $+1.44\times10^{-3}$ at $n=1$ to $+1.17\times10^{-6}$ at $n=5$, and the LUMO error from $+4.02\times10^{-3}$ to $+2.43\times10^{-6}$. The $2a_1'$ error is $-1.46\times10^{-3}$, $-3.14\times10^{-4}$, $-3.81\times10^{-5}$, $+1.22\times10^{-6}$, $+3.10\times10^{-7}$. By the first-order formula, the hole error dominates for this state up to $n=3$ and the particle error afterwards. The weights $Z$ fall from 0.9449, 0.9590, 0.9805 at $n=1$ to 0.9325, 0.9499, 0.9733 at $n=5$, equal to the exact ones to four decimals. The first ionization energy is 13.35 eV at $n=5$ and in the exact model, against 13.50 eV from the HF orbital energy, and the quasiparticle gap is 14.44 eV against 15.40 eV. These values are not converged in the basis: in cc-pVTZ the ionization energy is 13.64 eV against 13.56 eV from HF, so even the sign of the correction changes, and the gap is 14.31 eV in cc-pVTZ and 13.80 eV in aug-cc-pVDZ. Unfitted integrals in cc-pVDZ move the HOMO by $3\times10^{-5}$ hartree. The LUMO energy is positive, so the added electron is unbound at this level and its energy depends on the confinement by the basis. The valence electron count is 6.01777, 6.00631, 6.00336, 6.00291, 6.00282 for $n=1,\dots,5$. The exact model gives 6.00280, so this $G_0W_0$ solution itself departs from 6, and the compression adds its own error.

\paragraph{Sector bounds and rate.} The trace of $\tilde\Sigma^<_n(\mu)$ rises through 0.313077, 0.325989, 0.327279, 0.327382, 0.327386 to the exact 0.327386, and that of $\tilde\Sigma^>_n(\mu)$ falls through $-0.771605$, $-0.831973$, $-0.840190$, $-0.841359$, $-0.841548$ towards $-0.841585$. At $\mu$ both sectors are at $d=0.871$. For particles $w=5.356$, $|\zeta|=1.325$, $\rho=2.19$ and $\rho^2=4.8$. For holes $w=3.006$, $|\zeta|=1.580$, $\rho=2.80$ and $\rho^2=7.9$. The particle trace errors 0.06998, 0.00961, 0.00140, 0.00023, 0.00004 fall by factors of 6 to 7 per block, and the hole errors 0.01431, 0.00140, 0.00011 by 10 and 13, in both cases by more than $\rho^2$. The bound refers to the spectral norm, in which the particle error falls by 7.2, 6.8, 5.1 and 3.7 per block, the last factor being below $\rho^2$. The bound limits the error itself, which stays below 4\% of it in both sectors, and not the ratio of successive errors. The lowest compressed particle pole descends from 1.9647 to 0.9437 and is still far from the edge at 0.6578, so accurate quasiparticles do not require accurate individual self-energy poles.

\paragraph{Conservation.} The largest error of $\tilde T^{(m)}$ for $m<2n$, in the Frobenius norm relative to that of the same moment and maximized over orders and sectors, is below $2\times10^{-14}$ for $n\le4$ and $3.7\times10^{-10}$ for $n=5$, where it includes the effect of the removed poles. For $G^{(m)}$ with $m\le2n+1$ the figures are below $6\times10^{-15}$ and $2.4\times10^{-12}$. The first unconserved moment $T^{(2n)}$ is off by $8.9\times10^{-2}$, $8.7\times10^{-3}$, $4.0\times10^{-4}$, $2.0\times10^{-5}$, $9.3\times10^{-7}$ in the same measure.

\paragraph{Noise poles.} The 28 active orbitals comprise 6 of symmetry $a_1'$, one $a_2'$, 3 $a_2''$, 7 pairs $e'$ and 2 pairs $e''$, with one $a_1'$ orbital and one $e'$ pair occupied. A hole pole has the symmetry of the product of an occupied orbital and an excitation. There are $5+6=11$ excitations of symmetry $a_1'$ (from $a_1'\to a_1'$ and $e'\to e'$) and $6+5+1+6=18$ pairs $e'$ (from $a_1'\to e'$, $e'\to a_1'$, $e'\to a_2'$, $e'\to e'$). Since $e'\times e'$ contains $a_1'$ once, there are $11+18=29$ hole poles of symmetry $a_1'$ for 6 orbitals, and the fifth block can have rank at most $29-24=5$ when the first four are full. There are $3+2=5$ excitations $a_2''$ and $2+3+2=7$ pairs $e''$, and $e'\times e''$ contains $a_2''$ once, so 12 poles serve 3 orbitals and the fifth block is empty. The fifth hole block has rank at most $28-1-3=24$. Lanczos on the explicit vectors $q_j$, with full reorthogonalization, gives block sizes 28, 28, 28, 28, 24, and the smallest kept eigenvalue of $\beta_4^T\beta_4$ is $6.0\times10^{-3}$. The moment recursion keeps 26 directions, the smallest with eigenvalue $5.2\times10^{-8}$. Two poles then fall outside the window, at $-5.606$ and $+3.039$ in this run (their positions and weights are set by rounding and change with the implementation), with total weight $5.6\times10^{-13}$, and their removal gives the dimension $28+(112+26-2)+140=304$. The change in the ninth moment is at most $5.6\times10^{-13}\times5.606^9\approx3\times10^{-6}$ in absolute terms. One step earlier, $\beta_3^T\beta_3$ has a genuine eigenvalue of $6.0\times10^{-9}$ (vectors), found as $6.1\times10^{-9}$ from moments. It belongs to the $a_2''$ block, and its size is a property of the fitted model: with unfitted integrals it is $1.5\times10^{-6}$. A genuine eigenvalue at step 3 is thus smaller than a noise eigenvalue at step 4, and no fixed absolute threshold keeps the first while discarding the second. The quasiparticle energies differ from those of the vector recursion by about $10^{-15}$ or less for $n\le3$ and by $2\times10^{-11}$ for $n=4$ and 5, a figure that also depends on rounding. The loss of accuracy sets in at $n=4$, the first model built by inverting the small genuine eigenvalue of $\beta_3^T\beta_3$, before any null direction appears, and it falls mainly on the LUMO, which shares the $a_2''$ symmetry of that direction. The figure quoted is the largest over the three states, and that it is no larger at $n=5$ holds for this run only: with random noise of relative size $10^{-14}$ added to the moments, the deviation of the $2a_1'$ state grows from about $2\times10^{-12}$ at $n=4$ to $3\times10^{-10}$ at $n=5$. In the particle sector the smallest eigenvalue of $\beta_j^T\beta_j$ over $j=1,\dots,4$ is 0.35 and nothing is removed.

\paragraph{Broadened spectrum.} Let $A(\omega)$ be the sum over eigenvalues of $H$ of $Z$ times a normalized Lorentzian of half-width $\gamma=0.1$. The distance $\int|\tilde A-A|\,d\omega/N$, summed on a uniform grid of spacing 0.01 from $-6$ to 8, cannot exceed 2 and is 0.0595, 0.0565, 0.0449, 0.0323, 0.0346 for $n=1,\dots,5$. It falls slowly and rises from $n=4$ to $n=5$. For the particle sector $w/(4\gamma)=5.356/0.4\approx13$, so near the centre of that sector the bound hardly falls for $n\le5$ at this resolution, and no monotonicity was derived for the broadened spectrum.

\paragraph{Joint compression.} Running the recursion on $T^<+T^>$ places 0, 4, 0, 15 and 4 poles in the self-energy gap for $n=1,\dots,5$, with summed weights $5.9\times10^{-2}$, $1.3\times10^{-1}$ and $6.2\times10^{-3}$ at $n=2$, 4 and 5. Lanczos on the explicit vectors gives the same joint poles to within $10^{-5}$ hartree, so they are not rounding artefacts. At $n=1$ the empty gap does not make the model correct: all 28 poles lie between 0.7114 and 3.1462, inside the particle range, so the model has no hole pole at all. Each such pole is a weighted mean over both sectors, and for the HOMO diagonal, where $T^{(0)}=0.07099+0.14453=0.2155$, that mean is $(-0.15069+0.46628)/0.2155=1.46$, because the particle poles carry more weight and lie farther from zero.

Numbers in the example were calculated in double precision.
